# Haydock Recursion, Band Edges and Gap Oscillations in Vibrational Densities

## Symmetry of the coefficients

Let $D$ be the mass-weighted dynamical matrix of a harmonic solid, with eigenvalues $\lambda=\omega^2$. Haydock recursion turns $D$ into a tridiagonal matrix with diagonal elements $a_n$ and positive off-diagonal elements $b_n$. Replacing $D$ by $D+s$ shifts every $a_n$ by $s$ and leaves $b_n$ alone. Multiplying $D$ by $c>0$ multiplies both by $c$. Replacing $D$ by $-D$ reverses $a_n$ and, after a change of sign of alternate basis vectors, preserves $b_n$.

Suppose the coefficients have limits $a,b$ that depend on the edges $\lambda_-,\lambda_+$ of a single band and on nothing else. Reflection about the band centre maps the band onto itself, so $a$ must be the centre. Shift and scale invariance make $b$ a fixed fraction of the width:

$$a=\frac{\lambda_-+\lambda_+}{2},\qquad b=C(\lambda_+-\lambda_-). \tag{1}$$

Symmetry leaves the number $C$ open. It will turn out to be $1/4$, and the supposition will fail when the band has a gap.

## Local density and recursion

With displacements $u_i$, masses $m_i$ and force constants $\Phi_{ij}$, the equation of motion is $m_i\ddot u_i=-\sum_j\Phi_{ij}u_j$. The variables $\sqrt{m_i}\,u_i$ oscillate under the real symmetric matrix $D_{ij}=\Phi_{ij}/\sqrt{m_im_j}$. Let $|0\rangle$ be a unit displacement of one atom along one axis, and $|s\rangle$ the normal modes. The local density is

$$\rho(\lambda)=\sum_s|\langle0|s\rangle|^2\delta(\lambda-\lambda_s)=-\frac1\pi\operatorname{Im}G(\lambda+i0),\quad G(z)=\langle0|(z-D)^{-1}|0\rangle. \tag{2}$$

Since $d\lambda=2\omega\,d\omega$, the density in frequency is $g(\omega)=2\omega\rho(\omega^2)$.

Given orthonormal vectors up to $|n\rangle$, set $a_n=\langle n|D|n\rangle$ and

$$b_{n+1}|n+1\rangle=D|n\rangle-a_n|n\rangle-b_n|n-1\rangle, \tag{3}$$

with $b_{n+1}>0$ fixed by normalization and the last term absent for $n=0$. The right side is orthogonal to $|n\rangle$ by the choice of $a_n$. It is orthogonal to $|n-1\rangle$ because the previous step gives $\langle n-1|D|n\rangle=b_n$. For $m<n-1$, $D|m\rangle$ contains vectors up to $|m+1\rangle$ at most, so $\langle m|D|n\rangle=0$. Three terms therefore suffice.

To obtain $G$, solve $(z-D)x=|0\rangle$ with $x=\sum_nx_n|n\rangle$. For $n\ge1$,

$$-b_nx_{n-1}+(z-a_n)x_n-b_{n+1}x_{n+1}=0.$$

Let $G_n$ be the end-site Green function of the chain that begins at level $n$. Then $x_{n+1}=b_{n+1}G_{n+1}x_n$. Substitution gives $x_n=b_nG_nx_{n-1}$ with

$$G_n=\frac1{z-a_n-t_{n+1}},\qquad t_n=b_n^2G_n,\qquad G=G_0. \tag{4}$$

This is the continued fraction. The moment $\langle0|D^p|0\rangle$ sums closed walks of $p$ steps on the chain. Coefficients through $a_N,b_N$ fix the moments through $p=2N+1$, since $b_{N+1}$ first enters a walk of $2N+2$ steps.

## Band edges and terminator

For constant coefficients, $\psi_n=e^{in\theta}$ in $b\psi_{n-1}+a\psi_n+b\psi_{n+1}=\lambda\psi_n$ gives

$$\lambda=a+2b\cos\theta, \tag{5}$$

so the band is $[a-2b,a+2b]$. The free end combines $\theta$ and $-\theta$ into standing waves and leaves this interval unchanged.

Now let $a_n\to a$ and $b_n\to b$. The difference from the constant chain is a finite block plus a remainder whose norm is at most $\sup|a_n-a|+2\sup|b_n-b|$ beyond the block. Since this tends to zero, the difference is a compact operator. A point of the continuous band is marked by normalized wave packets that move off to infinite $n$ while $\|(D-\lambda)x\|\to0$. A compact operator sends such packets to zero norm, so both chains have the same band; isolated states may differ. Solving $\lambda_\pm=a\pm2b$ gives (1) with $C=1/4$.

This argument assumes convergence. The Denisov–Rakhmanov theorem, quoted here without proof, supplies it when the continuous spectrum is one interval, the density is positive almost everywhere in it, and any other spectrum consists of isolated states outside.

The constant tail reproduces itself when one level is removed: $t=b^2/(z-a-t)$, or $t^2-(z-a)t+b^2=0$. Since $t$ must vanish as $b^2/z$ at large $z$,

$$t(z)=\tfrac12\left[z-a-\sqrt{(z-a)^2-4b^2}\right],\qquad \sqrt{(z-a)^2-4b^2}\sim z. \tag{6}$$

Inside the band, approached from above, the root is $+i\sqrt{4b^2-(\lambda-a)^2}$, so $\operatorname{Im}t<0$ and the density is positive. One computes $a_0,\dots,a_N$ and $b_1,\dots,b_N$, sets $t_{N+1}=t$, and evaluates (4) upwards.

The square-root edge suits acoustic modes in three dimensions. With $\omega\propto k$, the number of modes below $\omega$ grows as $\omega^3=\lambda^{3/2}$, so $\rho\propto\lambda^{1/2}$. A different edge law can arise from the first coefficients. In a monatomic chain with $K/m=1$, symmetric displacements about the starting atom give $a_n=2$, $b_1=\sqrt2$ and $b_n=1$ afterwards. Then

$$G=\frac1{\lambda-2-2t}=\frac1{\sqrt{(\lambda-2)^2-4}},\qquad \rho=\frac1{\pi\sqrt{\lambda(4-\lambda)}}.$$

The tail has square-root edges, while the local density diverges at both edges.

## Error of a finite recursion

Let primes mark the fraction obtained with an approximate tail $t'_{N+1}$. From (4), $G_n-G_n'=G_nG_n'(t_{n+1}-t'_{n+1})$. Repeated use gives, without linearization,

$$G-G'=\left[\prod_{n=0}^{N}G_nG_n'\right]\left[\prod_{n=1}^{N}b_n^2\right](t_{N+1}-t'_{N+1}). \tag{7}$$

In the constant region write $z-a=b(\zeta+\zeta^{-1})$ with $|\zeta|>1$. Equation (6) becomes $t=b/\zeta$, hence $bG_n=1/\zeta$. Away from the cut, each further level reduces the error by about $|\zeta|^{-2}$. With $\zeta=e^{\kappa+i\theta}$,

$$\operatorname{Im}z=2b\sinh\kappa\,\sin\theta. \tag{8}$$

For fixed $\operatorname{Im}z$, the decay is slowest at the band centre, where $\sin\theta=1$. On the real axis inside the band $\kappa=0$, and this damping disappears. Smoothed spectra and integrals therefore converge faster than the density at one real frequency. Cutting with $t'=0$ is worse still: $G'$ is then rational and its spectrum consists of isolated lines.

## An fcc crystal and a heavy atom

Take nearest-neighbour central springs $K$ and atoms of mass $m$, with $\lambda,a_n,b_n$ in units of $K/m$. For the six opposite pairs of bonds $\mathbf r$ with directions $\hat{\mathbf e}$,

$$D(\mathbf k)=2\sum_{6}\hat{\mathbf e}\hat{\mathbf e}^{T}(1-\cos\mathbf k\cdot\mathbf r). \tag{9}$$

Cubic symmetry and unit trace per pair give $\sum_6\hat{\mathbf e}\hat{\mathbf e}^T=2\mathbf 1$. As $1-\cos\le2$, no eigenvalue exceeds 8. At $\mathbf k=(2\pi/a_c)(1,0,0)$, with $a_c$ the cubic lattice constant, four pairs have $\hat e_x^2=1/2$ and cosine $-1$, so $D_{xx}=2\cdot4\cdot\frac12\cdot2=8$. The longitudinal branch runs continuously from 0 to this value. The band is $[0,8]$ without a gap, and (1) predicts $a=4$, $b=2$.

The first coefficients follow by hand. All twelve bonds contribute to $a_0=\sum_{12}\hat e_x^2=4$. The neighbours receive vectors $-\hat{\mathbf e}\hat e_x$, so $b_1^2=\sum_{12}\hat e_x^2=4$. Further levels were computed by applying (3) on a periodic cluster of $48^3$ atoms. One application changes each coordinate along the primitive vectors by at most one, and $48>2\cdot22+1$, so no wrapped walk enters through level 22.

| $n$ | $a_n$ | $b_n$ |
|---:|---:|---:|
| 1 | 4.500 | 2.000 |
| 2 | 3.607 | 1.871 |
| 5 | 3.966 | 1.979 |
| 10 | 4.016 | 2.028 |
| 22 | 4.010 | 2.011 |

The means over the last ten levels are 4.004 and 2.001. The remaining ripple plausibly comes from van Hove singularities inside the band, but these data do not isolate its cause.

For an error measure, $G$ was also obtained as a Brillouin-zone average of $1/(z-\lambda)$ on an offset $60^3$ grid, with $\operatorname{Im}z=0.5$. The largest absolute differences on 37 points with real part from $-0.5$ to $8.5$, in $m/K$, were:

| last level | cut, $t'=0$ | terminator (6) |
|---:|---:|---:|
| 6 | $1.5\times10^{-1}$ | $6.7\times10^{-3}$ |
| 12 | $3.2\times10^{-2}$ | $9.3\times10^{-4}$ |
| 22 | $2.6\times10^{-3}$ | $3.5\times10^{-5}$ |

Equation (8) at the centre gives $\sinh\kappa=0.5/4$, so $\kappa=0.125$. The predicted reduction of the cut error from level 6 to 12 is $e^{-12\kappa}=0.22$, against $0.032/0.15=0.21$. From 12 to 22 it is $e^{-20\kappa}=0.08$, against $0.0026/0.032=0.08$. The terminator gains a further factor because its tail mismatch in (7) is small.

Now give the starting atom mass $rm$ and keep the springs. Then $D'=SDS$, where $S$ multiplies the displacements of this atom by $r^{-1/2}$. Reflections in $y$ and $z$ preserve $|0\rangle$ and $D$, so no recursion vector contains $y$ or $z$ displacements of the central atom. For $n\ge1$ orthogonality removes its $x$ displacement too, and $S|n\rangle=|n\rangle$. Hence

$$a_0'=a_0/r,\qquad b_1'=b_1/\sqrt r, \tag{10}$$

and all later coefficients are unchanged. For $r=3$ these are 1.333 and 1.155. A local change of mass leaves the asymptotic coefficients, and so the band edges, where they were.

In (4), $a_0+t_1=z-1/G$ is divided by $r$. Thus $1/G'=z-(z-1/G)/r$, or

$$G'=\frac{rG}{1+(r-1)zG},\qquad \rho'=\frac{r\rho}{|1+(r-1)\lambda G|^2}. \tag{11}$$

The second formula holds at real $\lambda$: the imaginary part of $1/G'$ is that of $1/G$ divided by $r$. As $\lambda\to0$, $\rho'/\rho\to r$. For small positive $\lambda$, $\operatorname{Re}G$ is negative and the denominator first falls below one, which enhances the response further. For $r>1$ no isolated mode appears outside the band, because there $\lambda G>0$ and the denominator cannot vanish. A light atom, with $r<1$, can acquire one above the band; the host's terminator still applies, because only $a_0$ and $b_1$ have changed, and the isolated pole appears where the denominator in (11) vanishes. Its weight must be added to integrals over the band.

The terminated fractions give, in $\sqrt{m/K}$, with $\omega$ in $\sqrt{K/m}$:

| $\omega$ | host $g$ | heavy atom $g$ |
|---:|---:|---:|
| 0.4 | 0.019 | 0.077 |
| 0.8 | 0.086 | 1.10 |
| 1.2 | 0.26 | 0.71 |
| 1.6 | 0.66 | 0.18 |
| 2.0 | 0.61 | 0.06 |

These values use the terminator after level 22. On the real axis they carry the undamped ripple: recursion to about level 130 moves the first four rows by up to 0.005, so that the host entry at $\omega=1.6$ becomes 0.67 and the heavy-atom entry at $\omega=1.2$ becomes 0.72. The last row lies at $\lambda=4$. By (9) this is the eigenvalue of the $y$-polarized mode along the whole line $\mathbf k=(2\pi/a_c)(1,s,0)$, and the branch falls away in both directions across the line. A maximum extended along a line gives a step in $\rho$ and a logarithmic growth of $\operatorname{Re}G$ at the step. The host entry stays at 0.61, but the heavy-atom entry, which contains $\operatorname{Re}G$ through (11), is not converged: it is 0.064 at level 22 and 0.047 at level 130, and is still falling. At $\omega=0.4$ the ratio is about 4, above its zero-frequency limit of 3, as (11) predicts. Midpoint quadrature with $\lambda=4-4\cos\phi$ puts 16% of the host weight below $\lambda=2$, and 86% of the heavy atom's.

Thermal quantities follow by integration. A mode has mean energy $\frac12\hbar\omega\coth(\hbar\omega/2k_BT)$, half of it kinetic. Twice the mean kinetic energy of the chosen displacement component is therefore

$$U(T)=\int_0^\infty\frac{\hbar\omega}{2}\coth\!\left(\frac{\hbar\omega}{2k_BT}\right)g(\omega)\,d\omega. \tag{12}$$

At $T=0$ the same quadrature gives $0.964\,\hbar\sqrt{K/m}$ for the host and $0.542\,\hbar\sqrt{K/m}$ for the heavy atom. At high temperature $U\to k_BT$ for both, since $\int g\,d\omega=1$.

## A gap prevents convergence

If the coefficients converged, (5) would give one uninterrupted band. A gap between two continuous bands therefore excludes convergence. Period-two coefficients are the simplest alternative. With diagonal elements $\alpha_1,\alpha_2$ and alternating links $\beta,\beta'$, a Bloch phase $q$ per pair of levels gives

$$(\lambda-\alpha_1)(\lambda-\alpha_2)=|\beta+\beta'e^{iq}|^2. \tag{13}$$

The edges occur at $q=0,\pi$, where the right side is $(\beta\pm\beta')^2$. Completing the square gives the gap width $\sqrt{(\alpha_1-\alpha_2)^2+4(\beta-\beta')^2}$. It closes when both alternations vanish.

Consider a diatomic chain with $K=1$, heavy mass $M=2$ and light mass $m=1$. From a heavy atom, $a_n$ alternates between $2K/M=1$ and $2K/m=2$. Two neighbours give $b_1=\sqrt{2K^2/(mM)}=1$; later links are $K/\sqrt{mM}=0.707$. Equation (13) becomes $(\lambda-1)(\lambda-2)=2$ or $0$, with edges $0,1,2,3$. The coefficient $a_n$ swings by the full gap width at every level.

## Unequal bands

Add springs $K_2=0.2$ between neighbouring heavy atoms. With $x=\cos q$, the heavy diagonal element is $1.2-0.2x$, the light one is 2, and the squared coupling is $1+x$. Inverting the $2\times2$ Bloch matrix gives for the heavy atom

$$G_0=\int_0^{2\pi}\frac{dq}{2\pi}\frac{\lambda-2}{A-B\cos q}=\frac{\lambda-2}{\sqrt{A^2-B^2}},$$

where $A=\lambda^2-3.2\lambda+1.4$ and $B=1.4-0.2\lambda$. Factoring $A^2-B^2=(A-B)(A+B)$,

$$R(\lambda)=A^2-B^2=\lambda(\lambda-3)(\lambda-1.4)(\lambda-2). \tag{14}$$

The bands are $[0,1.4]$ and $[2,3]$, with a gap of 0.6.

For general edges $E_1<E_2<E_3<E_4$, let $R=\prod_i(\lambda-E_i)$, $\sigma=\frac12\sum_iE_i$, and $\sqrt R=\lambda^2-\sigma\lambda+c+O(1/\lambda)$. Consider tails

$$\beta_n^2G_n=\frac{Q_n-\sqrt R}{2(\lambda-\nu_{n-1})},\qquad Q_n=\lambda^2-\sigma\lambda+q_n, \tag{15}$$

with $Q_n^2=R$ at $\nu_{n-1}$. Here $\beta_n=b_n$, except that $\beta_1^2=b_1^2/2$ for our two-sided starting atom. Indeed $1/G_0=\sqrt R/(\lambda-2)=\lambda-a_0-b_1^2G_1$ gives

$$b_1^2G_1=\frac{(\lambda-2)(\lambda-a_0)-\sqrt R}{\lambda-2}.$$

This is (15) with $\nu_0=2$, $a_0=\sigma-\nu_0$ and $q_1=\nu_0a_0$.

Since $G_n\sim1/\lambda$, (15) requires $\beta_n^2=(q_n-c)/2$. The product $(Q_n-\sqrt R)(Q_n+\sqrt R)$ then begins as $4\beta_n^2\lambda^2$. Calling its second root $\nu_n$,

$$Q_n^2-R=4\beta_n^2(\lambda-\nu_{n-1})(\lambda-\nu_n). \tag{16}$$

Invert (15), multiply numerator and denominator by $Q_n+\sqrt R$, and use (16):

$$\frac1{G_n}=\frac{Q_n+\sqrt R}{2(\lambda-\nu_n)}=\lambda-a_n-b_{n+1}^2G_{n+1}.$$

Solving for the next tail reproduces (15) with $Q_{n+1}=2(\lambda-\nu_n)(\lambda-a_n)-Q_n$. The terms linear in $\lambda$ must match for $G_{n+1}$ to vanish at infinity: $-2(\nu_n+a_n)+\sigma=-\sigma$. The constant terms then give

$$a_n=\sigma-\nu_n,\qquad q_{n+1}=2\nu_na_n-q_n. \tag{17}$$

At $\nu_n$, $Q_{n+1}=-Q_n$, so its square again equals $R$ and the form persists.

Inside either band $R<0$, so the left side of (16) is positive. Hence $\nu_{n-1}$ and $\nu_n$ cannot lie inside a band or on opposite sides of one. A root that starts in the closed gap stays there, and (17) yields

$$\left|a_n-\frac{E_1+E_4}{2}\right|\le\frac{E_3-E_2}{2}. \tag{18}$$

Let $e_3$ be the sum of triple products of the edges. The term linear in $\lambda$ in (16) gives $\nu_n=(2\sigma q_n-e_3)/(4\beta_n^2)-\nu_{n-1}$. In the example $\sigma=3.2$, $c=1.38$, $e_3=8.4$ and $q_1=2\times1.2=2.4$. Thus $\beta_1^2=0.51$, $b_1=1.010$, $\nu_1=(15.36-8.4)/2.04-2=1.412$, and $a_1=1.788$. Direct recursion on a periodic chain of 700 cells gives the same values. Its next elements are $a_2=1.242$, $a_3=1.699$, $a_4=1.357$. Over levels 151–300, $a_n$ still ranges from 1.200 to 1.800, the interval allowed by (18).

## Frequency and the proper tail

For a weak gap at $\lambda=a+2b\cos\theta$, a coefficient modulation must couple $e^{in\theta}$ to $e^{-in\theta}$. Its wave number is $2\theta$, or $\theta/\pi$ cycles per level. States of the constant chain are uniform in $\theta$, and those below the gap have larger $\theta$. Their fraction is $w=1-\theta/\pi$. At integer $n$, frequencies $w$ and $1-w$ are indistinguishable.

For a wide gap, $w$ still follows from the edges. In the bands, (15) and (16) give $\beta_n^2|G_n|^2=(\lambda-\nu_n)/(\lambda-\nu_{n-1})$. The product over levels telescopes and stays bounded, so solutions have zero mean growth rate. Let $F(z)=\int\eta(x)\,dx/(z-x)$, where $\eta$ is the density of chain states per level. The solution that starts with value 1 at the chain end has at level $n$ the value $\prod_{j=1}^n(\lambda-x_j)/b_j$, where $x_j$ are the eigenvalues of the first $n$ levels: both sides are polynomials in $\lambda$ with the same zeros and leading coefficient. Its growth rate per level is therefore $\int\eta(x)\ln|\lambda-x|\,dx$ minus the mean of $\ln b_n$. The derivative of this rate is the real part of $F$, which is hence zero in the bands. Both $F$ and $\sqrt R$ change sign across a band, so $F\sqrt R$ is analytic there. It grows as $\lambda$, giving $F=(\lambda-\lambda_*)/\sqrt R$. Equal growth rates at the two gap edges fix $\lambda_*$:

$$\int_{E_2}^{E_3}\frac{\lambda-\lambda_*}{\sqrt R}\,d\lambda=0,\qquad w=\int_{E_1}^{E_2}\frac{\lambda_*-\lambda}{\pi\sqrt{|R|}}\,d\lambda. \tag{19}$$

Gauss–Chebyshev quadrature gives $w=0.544$. A Hann-windowed Fourier transform of $a_1,\dots,a_{300}$ peaks at 0.456 cycles per level, which is $1-w$. The frequency law was derived above for weak gaps; for this wide gap the agreement is numerical.

Ignoring the gap has a measurable cost. A one-band terminator spanning $[0,3]$ places 4.3% of the heavy atom's weight in the gap when attached after level 5, and 0.3% after level 20. The tail (15) is real in the gap, apart from a possible pole at $\nu_{n-1}$, and removes this false continuum. For a three-dimensional crystal with one gap it is an asymptotic model, to be judged by how well (17) reproduces the late coefficients. Several gaps require a polynomial $R$ with more edges.
